# Self-consistent harmonic treatment of the pure quartic oscillator: a numerical check

```python
# Self-consistent harmonic approximation for H = p^2/(2m) + lam*x^4 (hbar = 1).
# Result under test: the best trial oscillator obeys m*W^2 = 12*lam*<x^2>, so
#   T = 0     : W = (6*lam/m^2)^(1/3), E = 3W/8, about 2 percent too high;
#   classical : W = (12*lam*kT/m^2)^(1/4).
# m: mass, lam: quartic constant, W: trial frequency, kT: thermal energy.
# Hartree atomic units throughout; temperatures are also given in kelvin.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
KELVIN = physical_constants["kelvin-hartree relationship"][0]

m, lam = 20000.0, 0.02
e_unit = (lam / m**2) ** (1 / 3)
x_unit = (m * lam) ** (-1 / 6)


def kinetic_matrix(x, mass):
    """Kinetic energy in the sinc basis of a uniform grid."""
    h = x[1] - x[0]
    n = np.arange(len(x))
    d = n[:, None] - n[None, :]
    safe = np.where(d == 0, 1, d)
    t = np.where(d == 0, np.pi**2 / 3, 2.0 * (-1.0) ** np.abs(d) / safe**2)
    return t / (2 * mass * h**2)


def variance(W, kT):
    zero_point = 1 / (2 * m * W)
    return zero_point if kT == 0 else zero_point / np.tanh(W / (2 * kT))


def solve_frequency(kT):
    return brentq(lambda W: m * W**2 - 12 * lam * variance(W, kT),
                  0.1 * e_unit, 30 * e_unit, xtol=1e-17)


def free_energy_formula(W, kT):
    return kT * np.log(2 * np.sinh(W / (2 * kT))) - 3 * lam * variance(W, kT)**2


x = x_unit * 0.05 * np.arange(-130, 131)
kin = kinetic_matrix(x, m)
levels = eigh(kin + np.diag(lam * x**4), eigvals_only=True)


def bound_from_definition(W, kT):
    """F0 + <H - H0>_0 from numerical eigenstates of the trial oscillator."""
    v0 = 0.5 * m * W**2 * x**2
    e, c = eigh(kin + np.diag(v0))
    if kT == 0:
        return e[0] + np.sum(c[:, 0]**2 * (lam * x**4 - v0))
    w = np.exp(-(e - e[0]) / kT)
    f0 = e[0] - kT * np.log(w.sum())
    density = (c**2) @ (w / w.sum())
    return f0 + np.sum(density * (lam * x**4 - v0))


# --- zero temperature ---
W0 = (6 * lam / m**2) ** (1 / 3)
E_sch = 3 * W0 / 8
best = minimize_scalar(lambda r: bound_from_definition(r * e_unit, 0) / e_unit,
                       bounds=(0.8, 6), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x * e_unit / W0 - 1) < 1e-4
assert abs(best.fun * e_unit / E_sch - 1) < 1e-8
error = E_sch / levels[0] - 1
assert 0.019 < error < 0.021

# same percentage for another mass and quartic constant, on an unrelated grid
m2, lam2 = 3.0, 0.5
x2 = np.linspace(-7, 7, 221)
E2 = eigh(kinetic_matrix(x2, m2) + np.diag(lam2 * x2**4), eigvals_only=True)[0]
error2 = 3 / 8 * (6 * lam2 / m2**2) ** (1 / 3) / E2 - 1
assert abs(error2 - error) < 1e-7

# Hamiltonian in even states of the self-consistent oscillator
size = 80
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
xm = (lower + lower.T) / np.sqrt(2 * m * W0)
diff = lower.T - lower
p2 = -(m * W0 / 2) * diff @ diff
H = p2 / (2 * m) + lam * np.linalg.matrix_power(xm, 4)
H_even = H[0:60:2, 0:60:2]
small = H_even[:3, :3] / W0
by_hand = np.array([[3 / 8, 0, np.sqrt(6) / 12],
                    [0, 23 / 8, 2 / np.sqrt(3)],
                    [np.sqrt(6) / 12, 2 / np.sqrt(3), 59 / 8]])
assert np.allclose(small, by_hand, atol=1e-10)
basis_sizes = [1, 3, 5, 10, 20]
basis_E = [eigh(H_even[:n, :n], eigvals_only=True)[0] for n in basis_sizes]
assert all(a > b for a, b in zip(basis_E, basis_E[1:]))
assert abs(basis_E[-1] / levels[0] - 1) < 1e-7

# --- finite temperature, quantum ---
kT300 = 300 * KELVIN
W300 = solve_frequency(kT300)
best = minimize_scalar(
    lambda r: bound_from_definition(r * e_unit, kT300) / e_unit,
    bounds=(0.8, 6), method="bounded", options={"xatol": 1e-7})
assert abs(best.x * e_unit / W300 - 1) < 1e-4
F300 = free_energy_formula(W300, kT300)
assert abs(best.fun * e_unit - F300) < 1e-6 * e_unit

rows = []
for T in (100, 300, 1000, 3000):
    kT = T * KELVIN
    W = solve_frequency(kT)
    W_cl = (12 * lam * kT / m**2) ** 0.25
    correction = (W_cl / kT) ** 2 / 48
    if T >= 1000:
        assert abs((W / W_cl - 1) / correction - 1) < 0.02
    slope = np.log(solve_frequency(1.01 * kT) / solve_frequency(kT / 1.01))
    slope /= 2 * np.log(1.01)
    F_true = levels[0] - kT * np.log(np.exp(-(levels - levels[0]) / kT).sum())
    assert free_energy_formula(W, kT) > F_true
    if T == 300:
        F300_true = F_true
    rows.append((T, W, W_cl, 100 * (W / W_cl - 1), 100 * correction, slope))
assert abs(rows[-1][5] - 0.25) < 0.002

# --- classical bound minimised by quadrature ---
xc = x_unit * np.linspace(-40, 40, 20001)


def classical_bound(W, kT):
    v0 = 0.5 * m * W**2 * xc**2
    w = np.exp(-v0 / kT)
    z = w.sum() * (xc[1] - xc[0])
    return -kT * np.log(z) + np.sum(w * (lam * xc**4 - v0)) / w.sum()


classical = []
for kT in (kT300, 16 * kT300):
    res = minimize_scalar(lambda r: classical_bound(r * e_unit, kT) / e_unit,
                          bounds=(0.8, 12), method="bounded",
                          options={"xatol": 1e-7})
    classical.append(res.x * e_unit)
    assert abs(classical[-1] / (12 * lam * kT / m**2) ** 0.25 - 1) < 1e-5
assert abs(classical[1] / classical[0] - 2) < 1e-4


# --- true classical orbits ---
def orbit_frequency(E):
    def turning(t, y):
        return y[1]
    turning.terminal, turning.direction = True, -1
    sol = solve_ivp(lambda t, y: [y[1] / m, -4 * lam * y[0]**3],
                    (0, 20 / e_unit), [0, np.sqrt(2 * m * E)],
                    events=turning, rtol=1e-10, atol=1e-12)
    return 2 * np.pi / (4 * sol.t_events[0][0])


w_orbit = orbit_frequency(kT300)
orbit_ratio = orbit_frequency(16 * kT300) / w_orbit
assert abs(orbit_ratio - 2) < 1e-6
mid = (np.arange(1200) + 0.5) / 1200
xq = (40 * kT300 / lam) ** 0.25 * mid
pq = np.sqrt(80 * m * kT300) * mid
energy = pq[:, None]**2 / (2 * m) + lam * xq[None, :]**4
weight = np.exp(-energy / kT300)
mean_w = np.sum(weight * w_orbit * (energy / kT300)**0.25) / weight.sum()
prefactor = 2 * np.sqrt(2 * np.pi) / gamma(0.25)
mean_formula = prefactor * (lam * kT300 / m**2) ** 0.25
assert abs(mean_w / mean_formula - 1) < 1e-4

# --- output ---
print(f"mass m = {m:.0f} electron masses")
print(f"quartic constant lam = {lam} hartree/bohr^4")
print(f"energy unit (lam/m^2)^(1/3) = {e_unit:.6e} hartree")
print(f"length unit (m*lam)^(-1/6) = {x_unit:.5f} bohr")
print("ZERO TEMPERATURE")
print(f"W = {W0:.6e} hartree = {W0 * HARTREE_MEV:.3f} meV")
print(f"W in energy units = {W0 / e_unit:.6f}")
print(f"variance <x^2> = {variance(W0, 0):.6f} bohr^2")
print(f"E approx = {E_sch:.6e} hartree = {E_sch * HARTREE_MEV:.4f} meV")
print(f"E true   = {levels[0]:.6e} hartree = {levels[0] * HARTREE_MEV:.4f} meV")
print(f"E approx in energy units = {E_sch / e_unit:.6f}")
print(f"E true in energy units   = {levels[0] / e_unit:.6f}")
print(f"error of E = {100 * error:.3f} percent")
print(f"error of E for m = {m2}, lam = {lam2}: {100 * error2:.3f} percent")
gap = levels[1] - levels[0]
print(f"true first excitation in energy units = {gap / e_unit:.6f}")
print(f"W above true first excitation by {100 * (W0 / gap - 1):.2f} percent")
print("matrix for states 0, 2, 4 in units of W:")
for row in small:
    print("  " + "  ".join(f"{v + 0.0:8.5f}" for v in np.round(row, 9)))
print(f"its lowest eigenvalue = {basis_E[1] / W0:.6f} W")
print("even basis states, lowest E (energy units), E approx above it (percent)")
for n, E in zip(basis_sizes, basis_E):
    print(f"  {n:3d}  {E / e_unit:.6f}  {100 * (E_sch / E - 1):.3f}")
print("FINITE TEMPERATURE")
print("T (K), W (hartree), W classical (hartree), excess (percent),")
print("  predicted excess (percent), local exponent dlnW/dlnT")
for T, W, W_cl, exc, pred, slope in rows:
    print(f"  {T:5d} {W:.5e} {W_cl:.5e} {exc:8.4f} {pred:8.4f} {slope:.4f}")
print(f"kT at 300 K = {kT300:.6e} hartree")
print(f"F approx at 300 K = {F300:.6e} hartree")
print(f"F true at 300 K   = {F300_true:.6e} hartree")
print("CLASSICAL LAW")
print(f"prefactor 12^(1/4) = {12**0.25:.5f}")
print(f"minimised W at 300 K = {classical[0]:.5e} hartree")
print(f"minimised W at 4800 K = {classical[1]:.5e} hartree")
print(f"ratio of the two = {classical[1] / classical[0]:.5f}")
print(f"orbit frequency ratio, energy times 16 = {orbit_ratio:.5f}")
print(f"mean orbit frequency at 300 K = {mean_w:.5e} hartree")
print(f"prefactor of mean orbit frequency = {prefactor:.5f}")
print(f"classical W / mean orbit frequency = {classical[0] / mean_w:.4f}")
print("no test failed")
```

It prints:

```
mass m = 20000 electron masses
quartic constant lam = 0.02 hartree/bohr^4
energy unit (lam/m^2)^(1/3) = 3.684031e-04 hartree
length unit (m*lam)^(-1/6) = 0.36840 bohr
ZERO TEMPERATURE
W = 6.694330e-04 hartree = 18.216 meV
W in energy units = 1.817121
variance <x^2> = 0.037345 bohr^2
E approx = 2.510374e-04 hartree = 6.8311 meV
E true   = 2.460882e-04 hartree = 6.6964 meV
E approx in energy units = 0.681420
E true in energy units   = 0.667986
error of E = 2.011 percent
error of E for m = 3.0, lam = 0.5: 2.011 percent
true first excitation in energy units = 1.725658
W above true first excitation by 5.30 percent
matrix for states 0, 2, 4 in units of W:
   0.37500   0.00000   0.20412
   0.00000   2.87500   1.15470
   0.20412   1.15470   7.37500
its lowest eigenvalue = 0.368564 W
even basis states, lowest E (energy units), E approx above it (percent)
    1  0.681420  0.000
    3  0.669726  1.746
    5  0.668042  2.003
   10  0.667986  2.011
   20  0.667986  2.011
FINITE TEMPERATURE
T (K), W (hartree), W classical (hartree), excess (percent),
  predicted excess (percent), local exponent dlnW/dlnT
    100 7.17550e-04 6.60227e-04   8.6823   9.0553 0.1367
    300 8.83962e-04 8.68908e-04   1.7325   1.7427 0.2246
   1000 1.17743e-03 1.17407e-03   0.2861   0.2864 0.2457
   3000 1.54601e-03 1.54516e-03   0.0551   0.0551 0.2492
kT at 300 K = 9.500435e-04 hartree
F approx at 300 K = -2.888697e-04 hartree
F true at 300 K   = -3.287783e-04 hartree
CLASSICAL LAW
prefactor 12^(1/4) = 1.86121
minimised W at 300 K = 8.68908e-04 hartree
minimised W at 4800 K = 1.73782e-03 hartree
ratio of the two = 2.00000
orbit frequency ratio, energy times 16 = 2.00000
mean orbit frequency at 300 K = 6.45532e-04 hartree
prefactor of mean orbit frequency = 1.38273
classical W / mean orbit frequency = 1.3460
no test failed
```
